# Geodesics and parallel transport on the Grassmann manifold of occupied subspaces, part 1

(Sections cited here and not found follow in the second part.)

## A.1 Definitions and conventions

The one-electron basis has $n$ real functions with overlap matrix $S$, and $p<n$ orbitals are occupied. Their coefficients form the $n\times p$ matrix $C_{\rm AO}$ with $C_{\rm AO}^TSC_{\rm AO}=I$. All formulas are written in the Löwdin basis,

$$C=S^{1/2}C_{\rm AO},\qquad F=S^{-1/2}F_{\rm AO}S^{-1/2},\qquad C^TC=I,\tag{1}$$

where $S^{1/2}$ is the symmetric positive square root. The letter $S$ is kept for the overlap, and singular values are written $\Sigma$.

The projector on the occupied space and its complement are $P=CC^T$ and $\bar P=I-P$. They obey $P^2=P=P^T$, $P\bar P=0$, $PC=C$ and $\bar PC=0$. For $n\times p$ matrices the inner product is $\langle A,B\rangle=\operatorname{tr}A^TB$ and $\|A\|$ is the Frobenius norm. An $n\times p$ matrix $G$ is called horizontal at $C$ if $C^TG=0$, which is the same as $G=\bar PG$: its columns lie in the virtual space.

The thin singular value decomposition of an $n\times p$ matrix is $H=U\Sigma V^T$, with $U$ of size $n\times p$ and $U^TU=I$, with $V$ a $p\times p$ orthogonal matrix, and with $\Sigma=\operatorname{diag}(\sigma_1,\dots,\sigma_p)$, $\sigma_i\ge0$. A function of $\Sigma$ acts on each diagonal element. The abbreviations $c_t=\cos\Sigma t$ and $s_t=\sin\Sigma t$ are used throughout; they commute with each other and with $\Sigma$, and $c_t^2+s_t^2=I$.

One assumption is made about the energy: $E(CQ)=E(C)$ for every orthogonal $p\times p$ matrix $Q$. Then $E$ depends on $P$ alone, because two orthonormal bases of one subspace differ by such a $Q$ and $CQQ^TC^T=P$. This holds for restricted Hartree–Fock and for Kohn–Sham theory with equal occupations. The space to be searched is then the set of rank-$p$ projectors, the Grassmann manifold, and not the set of orthonormal frames $C$, the Stiefel manifold.

The result concerns the Grassmann manifold. For $C^TC=I$, $C^TH=0$ and $C^TG=0$, the geodesic that leaves $C$ with velocity $H$ is the Edelman–Arias–Smith curve

$$C(t)=CV\cos(\Sigma t)V^T+U\sin(\Sigma t)V^T,\tag{2}$$

its velocity is

$$\dot C(t)=\big[-CV\sin(\Sigma t)+U\cos(\Sigma t)\big]\Sigma V^T,\tag{3}$$

and the parallel transport of $G$ along it is

$$\tau_tG=G-\big[CV\sin(\Sigma t)+U\,(I-\cos\Sigma t)\big]U^TG.\tag{4}$$

The symbol $C$ without an argument in (2) to (4) is the starting point. The formulas hold for any rank of $H$ and any choice among the possible decompositions. For complex orbitals every transpose becomes a Hermitian conjugate, orthogonal becomes unitary, symmetric becomes Hermitian, antisymmetric becomes anti-Hermitian, and the inner product is $\operatorname{Re}\operatorname{tr}A^\dagger B$; the steps of A.2 to A.9 go through with these replacements, except that the two traces leading to (6) are complex conjugates whose mean is the real part, the element $B'_{ji}$ in (15) and in the first-order error below it is replaced by its complex conjugate, the real dimension of the tangent space is $2p(n-p)$, and for $p=1$ the factor $V$ is a phase. Sections A.10 to A.12 are written for real orbitals.

## A.2 Tangent space, normal space and metric

Let $P(t)$ be a smooth curve of projectors. Differentiating $P^2=P$ gives $\dot P=\dot PP+P\dot P$. Multiplying by $P$ on both sides gives $P\dot PP=2P\dot PP$, so $P\dot PP=0$. Multiplying by $\bar P$ on both sides gives $\bar P\dot P\bar P=0$, because each term on the right contains $P\bar P$ or $\bar PP$. Inserting $I=P+\bar P$ on both sides of $\dot P$ leaves

$$\dot P=\bar P\dot PP+P\dot P\bar P .$$

A velocity is therefore a symmetric matrix $X$ with only occupied–virtual blocks. Set $G=\bar PXC$, which is horizontal. Then $\bar PXP=GC^T$, its transpose is $PX\bar P=CG^T$, and

$$X=GC^T+CG^T,\qquad C^TG=0.\tag{5}$$

Every matrix of the form (5) is the velocity of some curve. Take $Y(\epsilon)=C+\epsilon G$. Since $C^TG=0$, $Y^TY=I+\epsilon^2G^TG$, and the projector on its columns is $Y(Y^TY)^{-1}Y^T=P+\epsilon(GC^T+CG^T)+O(\epsilon^2)$. The tangent space is thus exactly the set (5), in one-to-one correspondence with horizontal $G$, and its dimension is $p(n-p)$.

On symmetric $n\times n$ matrices take the inner product $\tfrac12\operatorname{tr}(XY)$. For two tangent matrices the product $X_1X_2$ has four terms. Two of them, $G_1C^TG_2C^T$ and $CG_1^TCG_2^T$, vanish because they contain $C^TG_2$ or $G_1^TC$. The others have traces $\operatorname{tr}(G_1C^TCG_2^T)=\operatorname{tr}G_1G_2^T$ and $\operatorname{tr}(CG_1^TG_2C^T)=\operatorname{tr}G_1^TG_2$, which are equal. Hence

$$\tfrac12\operatorname{tr}(X_1X_2)=\operatorname{tr}G_1^TG_2=\langle G_1,G_2\rangle.\tag{6}$$

The factor $\tfrac12$ makes the metric on projectors agree with the Frobenius metric on horizontal matrices.

Any symmetric $M$ splits into $\Pi M=\bar PMP+PM\bar P$ and the block-diagonal rest $PMP+\bar PM\bar P$. The trace of an off-diagonal block times a diagonal block is zero: for example $\operatorname{tr}(PX\bar P\,PMP)=0$ from $\bar PP=0$, and $\operatorname{tr}(PX\bar P\,\bar PM\bar P)=0$ after moving the last $\bar P$ to the front. So $\Pi$ is the orthogonal projection on the tangent space, and block-diagonal matrices form the normal space. Since $MP-PM=\bar PMP-PM\bar P$, a symmetric matrix is normal exactly when it commutes with $P$. Since $\Pi M$ has the representative $\bar PMC$,

$$M\ \text{is normal}\iff\bar PMC=0.\tag{7}$$

A curve of projectors can be carried by many curves of frames. Let $Y(t)$ be any one with $Y^TY=I$. Differentiating this constraint shows that $B=Y^T\dot Y$ is antisymmetric. Solve $\dot Q=-BQ$ with $Q(0)=I$. Then $\frac{d}{dt}Q^TQ=-Q^T(B^T+B)Q=0$, so $Q$ stays orthogonal, and $C(t)=YQ$ is an orthonormal frame of the same subspace with

$$C(t)^T\dot C(t)=Q^TY^T(\dot YQ+Y\dot Q)=Q^T(BQ-BQ)=0 .$$

This frame is the horizontal lift. At each instant the orbitals in it change only by mixing with virtual functions, with no rotation among themselves. Over a finite path such a rotation can still build up: when the subspace returns to its start along a closed loop, the lifted frame may come back as $CQ$ with $Q\ne I$. For it $\dot P=\dot CC^T+C\dot C^T$ has the form (5) with $G=\dot C$, and by (6) the speed on the manifold is $\|\dot C\|$.

## A.3 What geodesic and parallel mean

A geodesic is a curve that makes the action

$$A=\tfrac14\int_0^T\operatorname{tr}\dot P^2\,dt=\tfrac12\int_0^T\|\dot C\|^2dt\tag{8}$$

stationary at fixed end points. The link to the length $L=\int_0^T\|\dot C\|\,dt$ is the Cauchy–Schwarz inequality $L^2\le 2TA$, with equality at constant speed: the action fixes the parametrization, which the length leaves free.

Let $P(t,\epsilon)$ be a family of curves of projectors with common ends and $\delta P=\partial_\epsilon P$ at $\epsilon=0$. By A.2, $\delta P(t)$ is tangent at $P(t)$, and it vanishes at $t=0$ and $t=T$. Differentiating (8) and integrating by parts,

$$\delta A=\tfrac12\int_0^T\operatorname{tr}(\dot P\,\partial_t\delta P)\,dt=-\tfrac12\int_0^T\operatorname{tr}(\ddot P\,\delta P)\,dt=-\tfrac12\int_0^T\operatorname{tr}\big((\Pi\ddot P)\,\delta P\big)\,dt .$$

The boundary term is zero because $\delta P$ vanishes at the ends, and the normal part of $\ddot P$ drops out against the tangent $\delta P$. If $\Pi\ddot P=0$ then $\delta A=0$ for all variations. Conversely, choose $\delta P=\varphi(t)\,\Pi\ddot P$ with $\varphi>0$ inside the interval and zero at the ends; it is realized by $Y=C(t)+\epsilon\varphi\,\bar P\ddot PC$. Then $\delta A=-\tfrac12\int\varphi\operatorname{tr}(\Pi\ddot P)^2dt$, which vanishes only if $\Pi\ddot P=0$. A curve is a geodesic exactly when its acceleration $\ddot P$ is normal.

A tangent field $X(t)$ along a curve $P(t)$ is parallel if $\dot X$ is normal at every $t$: the field changes only as much as is needed to stay tangent. A geodesic is then a curve whose own velocity is parallel. Parallel fields keep their inner products, since $\frac{d}{dt}\operatorname{tr}X_1X_2=\operatorname{tr}\dot X_1X_2+\operatorname{tr}X_1\dot X_2$ and each term pairs a normal with a tangent matrix.

Parallel transport is the limit of projecting repeatedly. For a parallel field, Taylor expansion backward gives $X(t)=X(t+\delta)-\delta\,\dot X(t+\delta)+O(\delta^2)$. Applying $\Pi$ at $t+\delta$ leaves the first term and removes the second, so one projection reproduces $X(t+\delta)$ up to $O(\delta^2)$. An orthogonal projection does not enlarge an earlier error, so after $N=T/\delta$ steps the errors add to at most $O(1/N)$.

## A.4 The equations in terms of $C$

In this section $C$ means the horizontal lift $C(t)$. Let $X(t)=GC^T+CG^T$ with $G(t)$ horizontal at $C(t)$. Then

$$\dot X=\dot GC^T+G\dot C^T+\dot CG^T+C\dot G^T .$$

Apply test (7). The four terms of $\bar P\dot XC$ are $\bar P\dot G\,C^TC=\bar P\dot G$; then $\bar PG\,\dot C^TC=0$ because the lift is horizontal; then $\bar P\dot C\,G^TC=0$ because $G$ is horizontal; and $\bar PC\,\dot G^TC=0$ because $\bar PC=0$. So

$$\bar P\dot XC=\bar P\dot G,\tag{9}$$

and the field is parallel exactly when $\bar P\dot G=0$, that is $\dot G=CC^T\dot G$. The occupied component follows from differentiating $C^TG=0$, which gives $C^T\dot G=-\dot C^TG$. Together,

$$\dot G=-C\,\dot C^TG.\tag{10}$$

Conversely, a solution of (10) that starts horizontal stays horizontal, since $\frac{d}{dt}C^TG=\dot C^TG-C^TC\dot C^TG=0$, and it has $\bar P\dot G=0$. Equation (10) is linear in $G$ and holds along any curve, geodesic or not.

The geodesic equation is the case $X=\dot P$, $G=\dot C$:

$$\ddot C=-C\,\dot C^T\dot C.\tag{11}$$

The acceleration points back into the occupied space, as a centripetal acceleration does on a sphere.

## A.5 Solution of the geodesic equation

The $p\times p$ matrix $\dot C^T\dot C$ is conserved. Using (11) and its transpose,

$$\frac{d}{dt}\dot C^T\dot C=\ddot C^T\dot C+\dot C^T\ddot C=-\dot C^T\dot C\,\big(C(t)^T\dot C\big)-\big(\dot C^TC(t)\big)\,\dot C^T\dot C=0,$$

because the lift is horizontal. With $\dot C(0)=H=U\Sigma V^T$ its value is $H^TH=V\Sigma U^TU\Sigma V^T=V\Sigma^2V^T$. Equation (11) becomes linear, $\ddot C=-C(t)V\Sigma^2V^T$. Multiply from the right by $V$ and call the columns of $C(t)V$ by the name $y_i(t)$, those of $CV$ by $w_i$ and those of $U$ by $u_i$:

$$\ddot y_i=-\sigma_i^2y_i,\qquad y_i(0)=w_i,\qquad \dot y_i(0)=(HV)_i=\sigma_iu_i .$$

The unique solution is $y_i=w_i\cos\sigma_it+u_i\sin\sigma_it$. For $\sigma_i=0$ the equation is $\ddot y_i=0$ with zero initial velocity, so $y_i=w_i$, which the same expression gives. Collecting columns, $C(t)V=CVc_t+Us_t$, and multiplying by $V^T$ gives (2). The final $V^T$ is what makes $C(0)=C$ and keeps the frame covariant; dropping it changes the frame by a constant rotation and leaves $P(t)$ unchanged, but then every stored $n\times p$ matrix must be multiplied by $V$ as well.

This shows that a geodesic, if it exists, is (2). It remains to show that (2) is one. Let $M=C^TU$. From $C^TH=0$ follows $M\Sigma V^T=0$, so $M\Sigma=0$: column $i$ of $M$ vanishes whenever $\sigma_i>0$. Columns with $\sigma_i=0$ are not constrained, but there $\sin\sigma_it=0$. Therefore

$$M\Sigma=0,\qquad Ms_t=0,\qquad M(I-c_t)=0.\tag{12}$$

Orthonormality follows by expanding the product:

$$C(t)^TC(t)=V\big[c_tV^TC^TCVc_t+c_tV^TMs_t+s_tM^TVc_t+s_tU^TUs_t\big]V^T=V\big[c_t^2+s_t^2\big]V^T=I .$$

The two cross terms vanish by $Ms_t=0$ and its transpose. Differentiating (2) with $\dot c_t=-s_t\Sigma$ and $\dot s_t=c_t\Sigma$ gives (3). The frame is horizontal:

$$C(t)^T\dot C=V\big[-c_ts_t+c_tV^TMc_t-s_tM^TVs_t+s_tc_t\big]\Sigma V^T=0,$$

since $Mc_t\Sigma=M\Sigma c_t=0$, $s_tM^T=0$, and the first and last terms cancel. Next,

$$\dot C^T\dot C=V\Sigma\big[s_t^2-s_tV^TMc_t-c_tM^TVs_t+c_t^2\big]\Sigma V^T=V\Sigma^2V^T,$$

where the cross terms die on the outer factors $\Sigma$. Finally, differentiating (3), $\ddot C=-(CVc_t+Us_t)\Sigma^2V^T=-C(t)V\Sigma^2V^T=-C(t)\,\dot C^T\dot C$, which is (11).

Zero singular values cannot be avoided when $n<2p$. The columns of $H$ lie in a space of dimension $n-p$, so at most $n-p$ singular values are nonzero, while $U$ has $p$ orthonormal columns. With $n=7$, $p=5$ and rank 2, two columns of $U$ span the whole virtual space, the other three are orthogonal to it and lie inside the occupied space, and $\|C^TU\|=\sqrt3=1.732$. By (12) this does no harm. An implementation must not assert $C^TU=0$; the condition to assert is $C^TH=0$.

## A.6 Solution of the transport equation

Let the subscript $+$ select the columns with $\sigma_i>0$, so that $H=U_+\Sigma_+V_+^T$, $C^TU_+=0$, and $c_+$, $s_+$ are the corresponding blocks of $c_t$, $s_t$. Define

$$Z(t)=-CV_+s_++U_+c_+,\qquad Z(0)=U_+ .$$

Then (3) reads $\dot C=Z\Sigma_+V_+^T$. Because $C^TU_+=0$ and $V_+^TV_+=I$, $Z^TZ=s_+^2+c_+^2=I$. From $C(t)V=CVc_t+Us_t$, the selected columns give $C(t)V_+=CV_+c_++U_+s_+$. Compare the two sides of (10) for $Z$:

$$\dot Z=-(CV_+c_++U_+s_+)\Sigma_+=-C(t)V_+\Sigma_+,\qquad -C(t)\dot C^TZ=-C(t)V_+\Sigma_+Z^TZ=-C(t)V_+\Sigma_+ .$$

They agree, so $Z(t)a$ solves (10) for any constant matrix $a$ with $p$ columns.

Split the horizontal $G$ as $G=U_+a+G_\perp$ with $a=U_+^TG$. The rest obeys $U_+^TG_\perp=a-a=0$ and $C^TG_\perp=C^TG-C^TU_+a=0$. Hence $Z^TG_\perp=0$, so $\dot C^TG_\perp=0$, and the constant $G_\perp$ solves (10). By linearity and uniqueness for a linear equation, the solution that starts at $G$ is

$$\tau_tG=Z(t)a+G-U_+a=G-\big[CV_+s_++U_+(I-c_+)\big]U_+^TG .$$

The columns with $\sigma_i=0$ can be restored at no cost, because they enter multiplied by $\sin0$ and $1-\cos0$. This is (4). By A.3 and A.4, $\tau_tG$ is horizontal at $C(t)$ and $\langle\tau_tG_1,\tau_tG_2\rangle=\langle G_1,G_2\rangle$.

For $G=H$, $U^TH=\Sigma V^T$, and (4) gives $H-CVs_t\Sigma V^T-U\Sigma V^T+Uc_t\Sigma V^T$. The first and third terms cancel and the rest is (3), so $\tau_tH=\dot C(t)$.

Expanding in $t$ with $s_t=\Sigma t+O(t^3)$ and $I-c_t=\tfrac12\Sigma^2t^2+O(t^4)$, and using $V\Sigma U^T=H^T$ and $U\Sigma^2U^T=HH^T$,

$$C(t)=C+tH-\tfrac12t^2CH^TH+O(t^3),\qquad \tau_tG=G-tCH^TG-\tfrac12t^2HH^TG+O(t^3).$$

For $p=1$, $V=\pm1$, $\sigma=\|H\|$, and (2) is a great circle on the unit sphere.

## A.7 The same result as a rotation

Define the antisymmetric $n\times n$ matrix $K=HC^T-CH^T$. Inserting $H=\sum_i\sigma_iu_iv_i^T$ and $w_i=Cv_i$,

$$K=\sum_{\sigma_i>0}\sigma_i\,(u_iw_i^T-w_iu_i^T).$$

The vectors $w_i$ and the $u_i$ with $\sigma_i>0$ form one orthonormal set. Therefore $Kw_i=\sigma_iu_i$, $Ku_i=-\sigma_iw_i$, and $K$ annihilates every vector orthogonal to those pairs, including the $w_i$ with $\sigma_i=0$. In the plane of $w_i$ and $u_i$, $K^2=-\sigma_i^2$. Summing the even and odd terms of the exponential series,

$$e^{tK}w_i=w_i\cos\sigma_it+u_i\sin\sigma_it,\qquad e^{tK}u_i=-w_i\sin\sigma_it+u_i\cos\sigma_it .$$

The first relation is $y_i(t)$, the second is column $i$ of $Z(t)$, and $e^{tK}G_\perp=G_\perp$. Hence

$$C(t)=e^{tK}C,\qquad \tau_tG=e^{tK}G.\tag{13}$$

The geodesic is the orbital rotation with a purely occupied–virtual generator. The decomposition pairs each occupied combination $w_i$ with one virtual combination $u_i$, and each pair turns in its own plane at angular rate $\sigma_i$. Transport applies the same rotation to the vector.

Two properties follow because $K$ is built from $C$ and $H$ alone. The right sides of (2) and (4) do not depend on which decomposition is returned for repeated or zero singular values. Under $C\to CQ$, $H\to HQ$, $G\to GQ$ the matrix $K$ is unchanged, since $QQ^T=I$, so $C(t)\to C(t)Q$ and $\tau_tG\to(\tau_tG)Q$.

The geodesic (2), its velocity (3) and the parallel transport (4) have now been derived, and the geodesic and the transport have been shown to be the same orbital rotation. What remains is to examine angles and lengths, approximate substitutes and failures of the assumptions, and then to apply the formulas to restricted Hartree–Fock minimization, with water as the worked example.
